# When Can Cooper Pairs in a Superconductor Be Treated as Bosons?: test program

```python
# Result under test: in the clean weak-coupling BCS ground state Cooper pairs are
# not small bosons.  b_k = c_{-k dn} c_{k up}, u_k, v_k BCS amplitudes, F_k = u_k v_k
# = Delta/(2E_k), E = sqrt(xi^2+Delta^2), xi = eps - mu, N0 = states per spin, volume.
#   [b_k,b_k^+] = 1 - n_up - n_dn,  B^+ = sum phi_k b_k^+,  C = <[B,B^+]>, phi ~ F
#   xi0 = hbar vF/(pi Delta), r_rms = pi xi0/(2 sqrt 2), n_pair = pi N0 Delta/4,
#   n_pair xi0^3 = (kF xi0)^2/(8 pi^2),  C = (Delta/pi mu) ln(8 mu/Delta) for mu>>Delta,
#   F(r) = N0 Delta sin(kF r)/(kF r) K0(r/(pi xi0)),
#   dilute limit mu<<-Delta: r_rms = a/sqrt2, n_pair = n/2, 1-C = pi n a^3.
import numpy as np
from math import factorial, pi
from scipy import constants as sc
from scipy.linalg import expm
from scipy.optimize import minimize
from scipy.integrate import quad
from scipy.special import k0

# ---------- explicit fermion matrices, 4 pair levels = 8 modes ----------
M = 4
low = np.array([[0., 1.], [0., 0.]])
Z = np.diag([1., -1.])
def annihilator(j):
    out = np.eye(1)
    for i in range(2 * M):
        out = np.kron(out, Z if i < j else (low if i == j else np.eye(2)))
    return out
c = [annihilator(j) for j in range(2 * M)]
one = np.eye(4 ** M)
for i in range(2 * M):
    for j in range(2 * M):
        assert np.allclose(c[i] @ c[j].T + c[j].T @ c[i], one * (i == j))
b = [c[2 * k + 1] @ c[2 * k] for k in range(M)]
occ = [c[2 * k].T @ c[2 * k] + c[2 * k + 1].T @ c[2 * k + 1] for k in range(M)]
comm = lambda X, Y: X @ Y - Y @ X
vac = one[:, 0]
for k in range(M):
    assert np.allclose(b[k].T @ b[k].T, 0)
    for q in range(M):
        assert np.allclose(comm(b[k], b[q].T), (one - occ[k]) * (k == q))

print("flat pair state on M = 4 levels (dimensionless)")
Bflat = sum(b) / np.sqrt(M)
psi = vac.copy()
for N in range(1, M + 1):
    psi = Bflat.T @ psi
    ratio = psi @ psi / factorial(N)
    Cflat = psi @ comm(Bflat, Bflat.T) @ psi / (psi @ psi)
    assert abs(ratio - np.prod(1 - np.arange(N) / M)) < 1e-12
    assert abs(Cflat - (1 - 2 * N / M)) < 1e-12
    print(f"  N = {N}: norm^2/N! = {ratio:.5f}, <[B,B+]> = {round(Cflat, 10) + 0.0:.3f}")
assert np.allclose(Bflat.T @ psi, 0)

# variational BCS state from direct minimisation of <H>
xi4, g = np.array([-1.5, -0.5, 0.4, 1.3]), 1.2
H = sum(xi4[k] * occ[k] for k in range(M)) - g * sum(
    b[k].T @ b[q] for k in range(M) for q in range(M) if k != q)
def bcs(theta):
    s = vac.copy()
    for k in range(M):
        s = np.cos(theta[k]) * s + np.sin(theta[k]) * (b[k].T @ s)
    return s
def energy(theta):
    s = bcs(theta)
    return s @ (H @ s)
th = minimize(energy, np.full(M, 0.7), method="Nelder-Mead",
              options=dict(xatol=1e-9, fatol=1e-13, maxiter=6000, maxfev=6000)).x
u, v, s = np.cos(th), np.sin(th), bcs(th)
F4 = np.array([s @ b[k] @ s for k in range(M)])
gap4 = g * (F4.sum() - F4)
E4 = np.hypot(xi4, gap4)
assert np.min(np.abs(gap4)) > 0.1
assert np.allclose(F4, gap4 / (2 * E4), atol=1e-5)
assert np.allclose(v ** 2, (1 - xi4 / E4) / 2, atol=1e-5)
assert np.allclose(s, np.prod(u) * expm(sum(v[k] / u[k] * b[k].T for k in range(M))) @ vac)
A = b[0].T + b[1].T
assert np.allclose(A @ A @ vac / 2, c[0].T @ c[1].T @ c[2].T @ c[3].T @ vac)
rho4 = np.array([[s @ b[k].T @ b[q] @ s for q in range(M)] for k in range(M)])
assert np.allclose(rho4, np.outer(u * v, u * v) + np.diag(v ** 4))
phi = F4 / np.linalg.norm(F4)
B = sum(phi[k] * b[k] for k in range(M))
assert np.allclose(comm(B, B.T), one - sum(phi[k] ** 2 * occ[k] for k in range(M)))
C4 = s @ comm(B, B.T) @ s
assert abs(C4 - phi ** 2 @ (xi4 / E4)) < 1e-5
print("four-level BCS model, xi =", xi4, "g =", g, "(model energy unit)")
print("  v^2 =", np.round(v ** 2, 4), " |F| =", np.round(np.abs(F4), 4))
print(f"  <[B,B+]> = {C4:.4f}")

# spectrum of the pair density matrix, 600 levels in |xi| < 10 Delta
x = np.linspace(-10, 10, 600)
Ex = np.hypot(x, 1)
Fx, v2 = 1 / (2 * Ex), (1 - x / Ex) / 2
w, vec = np.linalg.eigh(np.outer(Fx, Fx) + np.diag(v2 ** 2))
assert Fx @ Fx <= w[-1] <= Fx @ Fx + 1 and w[-2] <= 1
assert (vec[:, -1] @ Fx) ** 2 / (Fx @ Fx) > 0.998
print(f"600 levels: sum F^2 = {Fx @ Fx:.3f}, eigenvalues {w[-1]:.3f}, next {w[-2]:.3f}")

# ---------- real-space amplitude, units kF = 1, EF = 1, vF = 2 ----------
def panels(a, bnd, n, order):
    t, wt = np.polynomial.legendre.leggauss(order)
    e = np.linspace(a, bnd, n + 1)
    h = (e[1] - e[0]) / 2
    return ((e[:-1] + h)[:, None] + h * t).ravel(), np.tile(h * wt, n)
D = 0.01
kk, wk = panels(0, 30, 6000, 12)
smooth = kk * (D / (2 * np.hypot(kk ** 2 - 1, D)) - D / (2 * (kk ** 2 + 1)))
def amplitude(r):   # Fourier transform; subtracted tail added back exactly
    return (wk @ (smooth * np.sin(kk * r)) + D * pi / 4 * np.exp(-r)) / (2 * pi ** 2 * r)
envelope = lambda r: D / (4 * pi ** 2) * k0(r * D / 2) / r
for m in (32, 64, 128):
    r = (m + 0.5) * pi
    assert abs(amplitude(r) / envelope(r) - 1) < 2e-3       # crest
    assert abs(amplitude(m * pi) / envelope(m * pi)) < 2e-2  # node, O(Delta/EF) shift
    print(f"Delta/EF = {D}: r/(pi xi0) = {r * D / 2:.3f}, F/envelope = {amplitude(r) / envelope(r):.5f}")
mom = lambda p: sum(quad(lambda t: t ** p * k0(t) ** 2, a, e)[0] for a, e in ((0, 1), (1, 40)))
assert abs(mom(2) / mom(0) - 1 / 8) < 1e-7
print(f"K0 moments: <r^2>/(pi xi0)^2 = {mom(2) / mom(0):.6f}, r_rms/xi0 = {pi * np.sqrt(mom(2) / mom(0)):.4f}")

# ---------- sums over the parabolic band, units Delta = 1, hbar^2/2m = 1 ----------
def band(mu):   # xi = sinh(s), s = s0 + t^2
    s0 = np.arcsinh(-mu)
    t, wt = panels(0, np.sqrt(80 - s0), 500, 10)
    sv = s0 + t ** 2
    eps = 2 * np.cosh(s0 + t ** 2 / 2) * np.sinh(t ** 2 / 2)
    meas = wt * 2 * t * np.sqrt(eps) / (4 * pi ** 2)
    ch, tnh = np.cosh(sv), np.tanh(sv)
    n = meas @ np.exp(-sv)
    npair = meas @ (1 / (4 * ch))
    C = meas @ (tnh / (4 * ch)) / npair
    deficit = meas @ (np.exp(-sv) / (4 * ch ** 2)) / npair
    rms = np.sqrt(meas @ (eps * tnh ** 2 / ch ** 3) / npair)
    assert abs(npair / (np.sqrt(mu + 1j).real / (16 * pi)) - 1) < 1e-9
    return n, npair, C, deficit, rms
n, npair, C, _, rms = band(1000.)
kF = (3 * pi ** 2 * n) ** (1 / 3)
xi0 = 2 * kF / pi
assert abs(rms / (pi * xi0 / np.sqrt(8)) - 1) < 1e-4
assert abs(npair * xi0 ** 3 / ((kF * xi0) ** 2 / (8 * pi ** 2)) - 1) < 1e-4
assert abs(C / (np.log(8000.) / (pi * 1000.)) - 1) < 1e-3
n, npair, C, deficit, rms = band(-50.)
a = 50. ** -0.5
assert abs(rms / (a / np.sqrt(2)) - 1) < 2e-3 and abs(2 * npair / n - 1) < 2e-3
assert abs(deficit / (pi * n * a ** 3) - 1) < 2e-3
print(f"mu/Delta = -50: 1-C = {deficit:.4e}, pi n a^3 = {pi * n * a ** 3:.4e}, r_rms/a = {rms / a:.4f}")
print("mu/Delta   kF r_rms   n_pair r_rms^3   2 n_pair/n   C   (dimensionless)")
rows = []
for mu in (1000., 100., 10., 1., 0., -1., -10.):
    n, npair, C, _, rms = band(mu)
    rows.append((npair * rms ** 3, C))
    print(f"{mu:7.0f}  {(3 * pi ** 2 * n) ** (1 / 3) * rms:9.3f}  {npair * rms ** 3:11.3e}"
          f"  {2 * npair / n:9.5f}  {C:.5f}")
rows = np.array(rows)
assert np.all(np.diff(rows[:, 0]) < 0) and np.all(np.diff(rows[:, 1]) > 0)

# ---------- free-electron aluminium, rough inputs ----------
dens, gap_eV, debye_eV, mass_factor = 1.8e29, 0.18e-3, 0.04, 1.4
gap = gap_eV * sc.e
kF = (3 * pi ** 2 * dens) ** (1 / 3)
print(f"rough inputs: n = {dens:.1e} m^-3, Delta = {gap_eV * 1e3:.2f} meV, hbar wD = {debye_eV} eV")
print(f"kF = {kF:.4e} m^-1, electron spacing n^(-1/3) = {dens ** (-1 / 3) * 1e9:.3f} nm")
for factor in (1.0, mass_factor):
    mass = factor * sc.m_e
    EF, vF = (sc.hbar * kF) ** 2 / (2 * mass), sc.hbar * kF / mass
    xi0 = sc.hbar * vF / (pi * gap)
    N0 = mass * kF / (2 * pi ** 2 * sc.hbar ** 2)
    ell = sc.hbar / np.sqrt(2 * mass * gap)
    n, npair, C, _, rms = band(EF / gap)
    n, npair, rms = n / ell ** 3, npair / ell ** 3, rms * ell
    assert abs(n / dens - 1) < 1e-6
    assert abs(npair / (pi * N0 * gap / 4) - 1) < 1e-6
    assert abs(npair * xi0 ** 3 / ((kF * xi0) ** 2 / (8 * pi ** 2)) - 1) < 1e-6
    assert abs(2 * npair / n / (3 * pi * gap / (8 * EF)) - 1) < 1e-6
    assert abs(rms / xi0 - pi / np.sqrt(8)) < 1e-6
    assert abs(C / (gap / (pi * EF) * np.log(8 * EF / gap)) - 1) < 1e-4
    assert xi0 > 1e-6 and npair * xi0 ** 3 > 1e6
    print(f"band mass = {factor} m_e")
    print(f"  EF = {EF / sc.e:.3f} eV, vF = {vF:.3e} m/s, Delta/EF = {gap / EF:.3e}")
    print(f"  N0 = {N0 * sc.e:.3e} eV^-1 m^-3")
    print(f"  xi0 = {xi0:.3e} m = {xi0 * 1e6:.2f} um, kF xi0 = {kF * xi0:.3e}")
    print(f"  r_rms = {rms * 1e6:.2f} um, decay length pi xi0 = {pi * xi0 * 1e6:.2f} um")
    print(f"  n_pair = {npair:.3e} m^-3, 2 n_pair/n = {2 * npair / n:.3e}")
    print(f"  pair spacing = {npair ** (-1 / 3) * 1e9:.2f} nm, xi0/spacing = {xi0 * npair ** (1 / 3):.0f}")
    print(f"  pairs in xi0^3 = {npair * xi0 ** 3:.3e}, electrons in xi0^3 = {n * xi0 ** 3:.3e}")
    print(f"  C = <[B,B+]> = {C:.3e}")
cut = debye_eV / gap_eV
inside = 2 * sum(quad(lambda y: 1 / (4 * (1 + y * y)), p, q)[0]
                 for p, q in ((0, 10), (10, cut))) / (pi / 4)
assert abs(inside - 2 / pi * np.arctan(cut)) < 1e-9
print(f"hbar wD/Delta = {cut:.0f}, pair weight inside cutoff = {inside:.4f}")
print(f"least velocity for xi0 > 1 um = {pi * gap * 1e-6 / sc.hbar:.3e} m/s")
print("done: every assertion held")
```

Printed output:

```
flat pair state on M = 4 levels (dimensionless)
  N = 1: norm^2/N! = 1.00000, <[B,B+]> = 0.500
  N = 2: norm^2/N! = 0.75000, <[B,B+]> = 0.000
  N = 3: norm^2/N! = 0.37500, <[B,B+]> = -0.500
  N = 4: norm^2/N! = 0.09375, <[B,B+]> = -1.000
four-level BCS model, xi = [-1.5 -0.5  0.4  1.3] g = 1.2 (model energy unit)
  v^2 = [0.8406 0.6598 0.3689 0.1831]  |F| = [0.366  0.4738 0.4825 0.3868]
  <[B,B+]> = -0.0097
600 levels: sum F^2 = 22.033, eigenvalues 22.405, next 0.995
Delta/EF = 0.01: r/(pi xi0) = 0.511, F/envelope = 1.00003
Delta/EF = 0.01: r/(pi xi0) = 1.013, F/envelope = 1.00002
Delta/EF = 0.01: r/(pi xi0) = 2.018, F/envelope = 1.00001
K0 moments: <r^2>/(pi xi0)^2 = 0.125000, r_rms/xi0 = 1.1107
mu/Delta = -50: 1-C = 2.4994e-05, pi n a^3 = 2.4999e-05, r_rms/a = 0.7070
mu/Delta   kF r_rms   n_pair r_rms^3   2 n_pair/n   C   (dimensionless)
   1000    707.108    7.034e+03    0.00118  0.00286
    100     70.721    7.035e+01    0.01178  0.02128
     10      7.149    7.148e-01    0.11584  0.13915
      1      1.164    1.770e-02    0.66454  0.58472
      0      0.771    6.951e-03    0.89861  0.83463
     -1      0.497    2.027e-03    0.97942  0.96081
    -10      0.127    3.490e-05    0.99969  0.99938
rough inputs: n = 1.8e+29 m^-3, Delta = 0.18 meV, hbar wD = 0.04 eV
kF = 1.7468e+10 m^-1, electron spacing n^(-1/3) = 0.177 nm
band mass = 1.0 m_e
  EF = 11.625 eV, vF = 2.022e+06 m/s, Delta/EF = 1.548e-05
  N0 = 1.161e+28 eV^-1 m^-3
  xi0 = 2.354e-06 m = 2.35 um, kF xi0 = 4.111e+04
  r_rms = 2.61 um, decay length pi xi0 = 7.39 um
  n_pair = 1.642e+24 m^-3, 2 n_pair/n = 1.824e-05
  pair spacing = 8.48 nm, xi0/spacing = 278
  pairs in xi0^3 = 2.141e+07, electrons in xi0^3 = 2.347e+12
  C = <[B,B+]> = 6.484e-05
band mass = 1.4 m_e
  EF = 8.303 eV, vF = 1.444e+06 m/s, Delta/EF = 2.168e-05
  N0 = 1.626e+28 eV^-1 m^-3
  xi0 = 1.681e-06 m = 1.68 um, kF xi0 = 2.937e+04
  r_rms = 1.87 um, decay length pi xi0 = 5.28 um
  n_pair = 2.298e+24 m^-3, 2 n_pair/n = 2.554e-05
  pair spacing = 7.58 nm, xi0/spacing = 222
  pairs in xi0^3 = 1.092e+07, electrons in xi0^3 = 8.554e+11
  C = <[B,B+]> = 8.845e-05
hbar wD/Delta = 222, pair weight inside cutoff = 0.9971
least velocity for xi0 > 1 um = 8.591e+05 m/s
done: every assertion held
```
